# Generalized Bloch Equation and the Onset of Non-Hermiticity Through Third Order

## What symmetry and dimensions allow

Let $H=H_0+V$ be Hermitian, and let an effective Hamiltonian $H_{\rm eff}$ act on a few eigenstates $a,b,c$ of $H_0$, with energies $E_a,E_b,E_c$. The remaining eigenstates $k,l$ are outer states. An energy of order $n$ in $V$ contains $n$ factors of $V$ and, for $n\ge 1$, $n-1$ energy denominators.

At second order, one excursion through an outer state gives the numerator $V_{ak}V_{kb}$. Exchanging $a$ and $b$ and taking the complex conjugate leaves it unchanged, since $V_{bk}^*V_{ka}^*=V_{ak}V_{kb}$. An asymmetry can therefore come from the denominator alone. If that denominator distinguishes $E_a$ from $E_b$, the asymmetry must vanish at $E_a=E_b$, and its natural form is
$$(E_a-E_b)\times\frac{V_{ak}V_{kb}}{(\text{energy gap})^2}.$$

If all model energies equal $E_0$, this form vanishes. No basis of the model space is then preferred, so the answer must be an operator expression. Let $P$ project on the model space, $Q=1-P$, and $R=Q/(E_0-H_0)$. Between neighbouring factors of $V$ stands either $P$ or a positive power of $R$, because an outer intermediate state enters with at least one energy denominator, as Lemma 2 confirms. Third order needs two powers of $R$, which leaves
$$PVRVRVP,\qquad PVR^2VPVP,\qquad PVPVR^2VP .$$
The first is Hermitian; the other two are adjoints of each other. With real coefficients, the anti-Hermitian combination must be a multiple of $[PVP,PVR^2VP]$. Symmetry thus fixes the form of the answer but leaves its coefficient open. The theorem supplies the coefficient and covers unequal model energies.

## Assumptions and theorem

The Hilbert space is finite-dimensional, $H_0$ and $V$ are Hermitian, and $P$ projects on $d$ orthonormal eigenstates of $H_0$. Hence $[P,H_0]=0$. Model energies may differ from one another, but none equals an outer energy: $E_b\ne E_k$. Orders count powers of $V$, and $H_0$ has order zero.

Choose $d$ orthonormal eigenstates $\Psi_\alpha$ of $H$, with energies $\mathcal E_\alpha$, whose projections $\varphi_\alpha=P\Psi_\alpha$ are linearly independent. The wave operator $\Omega$ restores the full states from these projections:
$$\Omega\varphi_\alpha=\Psi_\alpha,\qquad \Omega Q=0. \tag{1}$$

**Theorem.**

1. The wave operator obeys the generalized Bloch equation
$$[\Omega,H_0]P=V\Omega P-\Omega PV\Omega P, \tag{2}$$
and $H_{\rm eff}=PH\Omega P=PH_0P+PV\Omega P$ has the eigenvalues $\mathcal E_\alpha$.

2. For the solution that tends to $P$ as $V\to0$, the terms of $H_{\rm eff}$ are $H^{(0)}=PH_0P$, $H^{(1)}=PVP$,
$$H^{(2)}_{ab}=\sum_k\frac{V_{ak}V_{kb}}{E_b-E_k}, \tag{3}$$
$$H^{(3)}_{ab}=\sum_{kl}\frac{V_{ak}V_{kl}V_{lb}}{(E_b-E_k)(E_b-E_l)}-\sum_{kc}\frac{V_{ak}V_{kc}V_{cb}}{(E_b-E_k)(E_c-E_k)}. \tag{4}$$

3. Define $M^{(2)}_{ab}=\sum_k V_{ak}V_{kb}/[(E_a-E_k)(E_b-E_k)]$. Then
$$H^{(2)}-H^{(2)\dagger}=[PH_0P,M^{(2)}]. \tag{5}$$
Non-Hermiticity begins at second order if $M^{(2)}_{ab}\ne0$ for some pair with $E_a\ne E_b$.

4. If all model energies are equal, $H^{(2)}$ is Hermitian and
$$H^{(3)}-H^{(3)\dagger}=[PVP,PVR^2VP]. \tag{6}$$
Non-Hermiticity then begins at third order if this commutator is nonzero.

The question of the first non-Hermitian order thus has two generic answers: second order for unequal model energies and third order for equal ones. "Generic" means that the stated commutator does not vanish.

## Lemma 1: the wave operator and its equation

The $d$ independent vectors $\varphi_\alpha$ form a basis of the model space, so (1) defines $\Omega$ uniquely. Since $\Omega Q=0$, we have $\Omega=\Omega P$. Projecting (1) gives $P\Omega\varphi_\alpha=\varphi_\alpha$, hence
$$P\Omega P=P. \tag{7}$$
This is intermediate normalization: the model-space part of $\Omega\varphi$ is $\varphi$ itself.

Apply $H$ to (1):
$$H\Omega\varphi_\alpha=\mathcal E_\alpha\Psi_\alpha. \tag{8}$$
Projection on $P$ gives $PH\Omega\varphi_\alpha=\mathcal E_\alpha\varphi_\alpha$. Thus $H_{\rm eff}=PH\Omega P$ has eigenvectors $\varphi_\alpha$ and eigenvalues $\mathcal E_\alpha$. The right side of (8) can also be written $\Omega\mathcal E_\alpha\varphi_\alpha=\Omega H_{\rm eff}\varphi_\alpha$. As this holds on a basis of the model space,
$$H\Omega P=\Omega H_{\rm eff}. \tag{9}$$

Because $H_0$ commutes with $P$, (7) gives $PH_0\Omega P=H_0P\Omega P=H_0P$. Therefore $H_{\rm eff}=PH_0P+PV\Omega P$. Inserting this into (9) yields
$$H_0\Omega P+V\Omega P=\Omega H_0P+\Omega PV\Omega P.$$
Moving $H_0\Omega P$ to the right and the last term to the left gives
$$V\Omega P-\Omega PV\Omega P=\Omega H_0P-H_0\Omega P=[\Omega,H_0]P,$$
which is (2). This proves part 1. $\square$

**Remark on uniqueness.** Equation (2) does not itself say which eigenstates were chosen. Conversely, suppose that $\Omega=\Omega P$ satisfies (2) and (7). Reversing the last steps gives (9), so $H$ maps the range of $\Omega$ into itself. This range has dimension $d$, because $P\Omega P=P$ prevents $\Omega$ from annihilating a model vector. A Hermitian $H$ can be diagonalized within this invariant space, so the solution belongs to $d$ eigenstates with independent projections. The nonlinear equation therefore has several solutions when such sets span different subspaces. The perturbation series selects one by its starting point $\Omega^{(0)}=P$.

## Lemma 2: the expansion

Replace $V$ by $\lambda V$. For small $\lambda$, contours around the model energies, with the outer energies outside, define a spectral projector $\Pi(\lambda)$ as an integral of the resolvent. It is analytic in $\lambda$, and $\Pi(0)=P$. Hence $P\Pi P$ is invertible on the model space for small $\lambda$, and $\Omega=\Pi P(P\Pi P)^{-1}$ has a power series. This ensures convergence near $\lambda=0$, not necessarily at $\lambda=1$.

Write $\Omega=P+\chi$ with $\chi=Q\Omega P$. The $P$ part of (2) is an identity: its left side vanishes by (7), and its right side is $PV\Omega P-PV\Omega P=0$. The $Q$ part is
$$[\chi,H_0]P=\lambda QVP+\lambda QV\chi-\chi\,(\lambda PV\Omega P). \tag{10}$$
Insert $\chi=\sum_{n\ge1}\lambda^n\chi^{(n)}$. The bracket in (10) is $\sum_{n\ge1}\lambda^nH^{(n)}$, with
$$H^{(1)}=PVP,\qquad H^{(n)}=PV\chi^{(n-1)}\quad(n\ge2). \tag{11}$$
Equating powers of $\lambda$ gives $[\chi^{(1)},H_0]P=QVP$ and, for $n\ge2$,
$$[\chi^{(n)},H_0]P=QV\chi^{(n-1)}-\sum_{m=1}^{n-1}\chi^{(m)}H^{(n-m)}. \tag{12}$$

Between an outer state $k$ and a model state $b$, the commutator is
$$\langle k|\chi H_0-H_0\chi|b\rangle=(E_b-E_k)\chi_{kb}.$$
The factor is nonzero by assumption, so every order is determined uniquely by the preceding ones. The first two orders are
$$\chi^{(1)}_{kb}=\frac{V_{kb}}{E_b-E_k}, \tag{13}$$
$$\chi^{(2)}_{kb}=\frac{1}{E_b-E_k}\left[\sum_l\frac{V_{kl}V_{lb}}{E_b-E_l}-\sum_c\frac{V_{kc}V_{cb}}{E_c-E_k}\right]. \tag{14}$$
In the last sum $\chi^{(1)}$ acts on the intermediate model state $c$, so its denominator contains $E_c$, not $E_b$. Multiplying (13) and (14) from the left by $V_{ak}$ and summing over $k$, as (11) requires, gives (3) and (4). This proves part 2. $\square$

The last sum in (4) is called the folded term. If a model energy approaches an outer energy to which it is coupled, the denominator $E_b-E_k$ shrinks, the terms containing it grow, and low orders cease to be reliable. At equality the construction fails, and the outer state should be moved into $P$.

## Lemma 3: the metric controls the asymmetry

The model vectors $\varphi_\alpha$ are projections of orthogonal states and need not be orthogonal themselves. The relevant metric is
$$S=\Omega^\dagger\Omega=(P+\chi^\dagger)(P+\chi)=P+M,\qquad M=\chi^\dagger\chi. \tag{15}$$
The cross terms vanish because $P\chi=0$ and $\chi^\dagger P=0$.

Multiply (9) from the left by $\Omega^\dagger$:
$$\Omega^\dagger H\Omega=SH_{\rm eff}.$$
The left side is Hermitian, so $SH_{\rm eff}=H_{\rm eff}^\dagger S$. Substituting $S=P+M$ gives
$$H_{\rm eff}+MH_{\rm eff}=H_{\rm eff}^\dagger+H_{\rm eff}^\dagger M,$$
and therefore
$$H_{\rm eff}-H_{\rm eff}^\dagger=H_{\rm eff}^\dagger M-MH_{\rm eff}. \tag{16}$$

Since $\chi$ starts at first order, $M$ starts at second order:
$$M^{(2)}=\chi^{(1)\dagger}\chi^{(1)},\qquad M^{(3)}=\chi^{(1)\dagger}\chi^{(2)}+\chi^{(2)\dagger}\chi^{(1)}.$$
With (13), this $M^{(2)}$ has the elements given in the theorem. The second-order part of (16) contains just $H^{(0)}$ and $M^{(2)}$, which gives (5). At third order, $H^{(0)}$ multiplies $M^{(3)}$ and $H^{(1)}$ multiplies $M^{(2)}$. Both $H^{(0)}$ and $H^{(1)}$ are Hermitian, hence
$$H^{(3)}-H^{(3)\dagger}=[PH_0P,M^{(3)}]+[PVP,M^{(2)}]. \tag{17}$$
$\square$

## Proof of parts 3 and 4

The matrix element of (5) is
$$\left(H^{(2)}-H^{(2)\dagger}\right)_{ab}=(E_a-E_b)M^{(2)}_{ab}. \tag{18}$$
It is nonzero under the condition in part 3. Orders zero and one are Hermitian, so second order is then the first non-Hermitian order. Formula (3) gives the same result directly, because
$$\frac1{E_b-E_k}-\frac1{E_a-E_k}=\frac{E_a-E_b}{(E_a-E_k)(E_b-E_k)}.$$

Now let all model energies equal $E_0$. Then $PH_0P=E_0P$ commutes with every operator in the model space, and (5) vanishes. Equation (13) becomes $\chi^{(1)}=RVP$. Since $R$ is Hermitian, $M^{(2)}=PVR^2VP$, and (17) reduces to (6). The coefficient left open by the symmetry argument is one. $\square$

In this case (4) reads
$$H^{(3)}=PVRVRVP-PVR^2VPVP. \tag{19}$$
The first term is Hermitian, so the third-order asymmetry comes entirely from the folded term.

**Physical meaning of the folded term.** Project $H\Psi=\mathcal E\Psi$ on $Q$, with $\varphi=P\Psi$. This gives $QV\varphi+QHQ\Psi=\mathcal EQ\Psi$, or $Q\Psi=(\mathcal E-QHQ)^{-1}QV\varphi$. The projection on $P$ then contains the interaction
$$PVP+PV(\mathcal E-QHQ)^{-1}VP,$$
which is Hermitian for fixed real $\mathcal E$ but depends on the energy sought. Write $QHQ=QH_0Q+QVQ$ and expand the inverse in $QVQ$. The leading term is $Q/(\mathcal E-H_0)$, and the term linear in $QVQ$ gives, at third order, the direct term $PVRVRVP$ of (19). In the leading term, for equal model energies,
$$\frac{Q}{\mathcal E-H_0}=R-(\mathcal E-E_0)R^2+\cdots .$$
To first order, $(\mathcal E-E_0)\varphi=PVP\varphi$. Replacing the number $\mathcal E-E_0$ by this operator acting on $\varphi$ produces $-PVR^2VPVP$, with $PVP$ on the right. The energy dependence has been removed, and an ordering of operators has taken its place.

## Special cases and the exact operator

**Corollary 1.** If all model energies are equal and $PVP=cP$, then $H^{(3)}$ is Hermitian and
$$H^{(4)}-H^{(4)\dagger}=[H^{(2)},M^{(2)}].$$

*Proof.* The commutator (6) vanishes because $PVP$ is a multiple of $P$. At fourth order, (16) contains $H^{(0)}$ with $M^{(4)}$, $H^{(1)}$ with $M^{(3)}$, and $H^{(2)}$ with $M^{(2)}$. The first two pairs commute, since $H^{(0)}$ and $H^{(1)}$ are multiples of $P$. As $H^{(2)}$ is Hermitian, the third pair gives the stated commutator. $\square$

The asymmetry then begins at fourth order if this commutator is nonzero. Such a delay can arise, for example, when all model states have the same parity and $V$ is odd, so that $PVP=0$. Stronger symmetry removes the asymmetry altogether. If the model space carries a single irreducible representation of a symmetry shared by $H_0$ and $V$, Schur's lemma makes every order of $H_{\rm eff}$ a multiple of $P$. If a conserved quantum number distinguishes all model states, every order is diagonal and real. If $PVP$ commutes with $M^{(2)}$ without being a multiple of $P$, third order is again Hermitian, but fourth order also contains $[PVP,M^{(3)}]$.

**Corollary 2.** The complete $H_{\rm eff}$ is Hermitian if and only if it commutes with $M$.

*Proof.* If $H_{\rm eff}$ is Hermitian, (16) becomes $0=[H_{\rm eff},M]$. Conversely, if the two commute, then $H_{\rm eff}^\dagger S=SH_{\rm eff}=H_{\rm eff}S$. The metric is invertible because $S=P+\chi^\dagger\chi$ has no eigenvalue below one on the model space. Hence $H_{\rm eff}^\dagger=H_{\rm eff}$. $\square$

For $d=1$ all operators in the model space are numbers, and no asymmetry can occur.

**Real energies.** The complete $H_{\rm eff}$ has real eigenvalues by Lemma 1, whether or not it is Hermitian. A Hermitian operator with the same spectrum is
$$S^{1/2}H_{\rm eff}S^{-1/2}=S^{-1/2}(\Omega^\dagger H\Omega)S^{-1/2}. \tag{20}$$
The asymmetry appears in the eigenvectors. For $\alpha\ne\beta$, orthogonality of the full states gives $0=\langle\varphi_\alpha|S|\varphi_\beta\rangle$, so
$$\langle\varphi_\alpha|\varphi_\beta\rangle=-\langle\varphi_\alpha|M|\varphi_\beta\rangle=-\langle Q\Psi_\alpha|Q\Psi_\beta\rangle .$$
The projected states overlap to the extent that their outer parts overlap. This argument uses the complete operator; it does not guarantee real eigenvalues for a truncated series.

## One Hamiltonian, two partitions

Consider a model with two model states, 1 and 2, and two outer states, 3 and 4, at 4 and 5 eV. In partition A both model energies are zero, and in eV
$$V=\begin{pmatrix}0.2&-0.1&0.8&0.4\\-0.1&-0.2&0.4&-0.4\\0.8&0.4&0&0.4\\0.4&-0.4&0.4&0\end{pmatrix}.$$
Partition B moves the diagonal elements $\pm0.2$ eV from $V$ into $H_0$. The total $H$ and the space $P$ are unchanged. For the same two lowest eigenstates, definition (1) therefore gives the same exact $H_{\rm eff}$.

**Partition A.** Equation (13) gives $\chi^{(1)}_{31}=0.8/(-4)=-0.20$ and, likewise, $\chi^{(1)}_{32}=-0.10$, $\chi^{(1)}_{41}=-0.08$, $\chi^{(1)}_{42}=0.08$. The second-order off-diagonal elements, in eV, are
$$H^{(2)}_{12}=0.8(-0.10)+0.4(0.08)=-0.048,$$
$$H^{(2)}_{21}=0.4(-0.20)-0.4(-0.08)=-0.048.$$
They agree, as they must for equal model energies. The elements of $M^{(2)}$ are
$$M^{(2)}_{11}=0.20^2+0.08^2=0.0464,$$
$$M^{(2)}_{22}=0.10^2+0.08^2=0.0164,$$
$$M^{(2)}_{12}=(-0.20)(-0.10)+(-0.08)(0.08)=0.0136.$$
The commutator (6) then gives, in eV,
$$\begin{aligned}H^{(3)}_{12}-H^{(3)}_{21}&=(V_{11}-V_{22})M^{(2)}_{12}+V_{12}(M^{(2)}_{22}-M^{(2)}_{11})\\&=0.4(0.0136)-0.1(0.0164-0.0464)\\&=0.00544+0.00300=0.00844.\end{aligned}$$
The explicit sums (4) give the separate elements. The direct term contributes $-0.00320$ eV to both. The folded term contributes $0.00736$ eV to element 12 and $-0.00108$ eV to element 21. The totals are $0.00416$ and $-0.00428$ eV, with the same difference.

**Partition B.** The model energies are now $0.2$ and $-0.2$ eV. The denominators in (3) depend on the right-hand state, so in eV
$$H^{(2)}_{12}=\frac{0.8(0.4)}{-4.2}+\frac{0.4(-0.4)}{-5.2}=-0.0454,$$
$$H^{(2)}_{21}=\frac{0.4(0.8)}{-3.8}+\frac{(-0.4)(0.4)}{-4.8}=-0.0509.$$
Their difference is $0.0055$ eV, in agreement with (18): $0.4\times0.01364=0.0055$ eV. Third order adds $0.0036$ eV. The contribution that came from $V_{11}-V_{22}$ at third order in A now comes mainly from $E_1-E_2$ at second order.

Through third order the summed asymmetry is $0.0084$ eV in A and $0.0090$ eV in B. The exact value is $0.0070$ eV, so these sums are about 20% and 29% too large relative to it. The order at which asymmetry first appears depends on the partition; the complete asymmetry depends on $H$, $P$ and the chosen eigenstates.

The energies, in eV, are as follows.

| Truncation | A | B |
|---|---|---|
| order 1 | −0.2236, 0.2236 | −0.2236, 0.2236 |
| order 2 | −0.3357, 0.0717 | −0.3348, 0.0641 |
| order 3 | −0.3365, 0.0756 | −0.3361, 0.0764 |
| exact | −0.3322, 0.0806 | −0.3322, 0.0806 |

Third order improves the upper energy but slightly worsens the lower one in both partitions. Adding an order therefore need not improve each energy. Both third-order energies lie below their exact values, so the truncated results are not upper bounds. The exact model-space eigenvectors, once normalized, have an overlap of magnitude $0.017$: the departure from orthogonality is small here, but nonzero.

The numerical check compares the expansion with Taylor coefficients obtained from exact invariant subspaces, for equal and unequal model energies. For this example it also confirms that both series, summed to high order, approach the same exact $H_{\rm eff}$.

## Computed values

```
2x2 matrices are listed as 11 12 21 22
Outer states are numbered 3 and 4
V row 1, partition A (eV): 0.200000 -0.100000 0.800000 0.400000
V row 2, partition A (eV): -0.100000 -0.200000 0.400000 -0.400000
V row 3, partition A (eV): 0.800000 0.400000 0.000000 0.400000
V row 4, partition A (eV): 0.400000 -0.400000 0.400000 0.000000
A H0 energies (eV): 0.000000 0.000000 4.000000 5.000000
A chi1 31 32 41 42 (no unit): -0.200000 -0.100000 -0.080000 0.080000
A chi2 31 32 41 42 (no unit): 0.000500 0.002000 0.011200 0.006400
A M2 (no unit): 0.046400 0.013600 0.013600 0.016400
A H1 (eV): 0.200000 -0.100000 -0.100000 -0.200000
A H2 (eV): -0.192000 -0.048000 -0.048000 -0.072000
A H3 direct (eV): 0.012800 -0.003200 -0.003200 -0.006400
A H3 folded (eV): -0.007920 0.007360 -0.001080 0.004640
A H3 total (eV): 0.004880 0.004160 -0.004280 -0.001760
A H2 12 minus 21 (eV): 0.000000
A H3 12 minus 21 (eV): 0.008440
A energies through order 1 (eV): -0.223607 0.223607
A energies through order 2 (eV): -0.335725 0.071725
A energies through order 3 (eV): -0.336461 0.075581
A Heff through order 3 (eV): 0.012880 -0.143840 -0.152280 -0.273760
A summed 12 minus 21 (eV): 0.008440
B H0 energies (eV): 0.200000 -0.200000 4.000000 5.000000
B chi1 31 32 41 42 (no unit): -0.210526 -0.095238 -0.083333 0.076923
B chi2 31 32 41 42 (no unit): 0.011278 -0.002313 0.015941 0.008929
B M2 (no unit): 0.051266 0.013640 0.013640 0.014987
B H1 (eV): 0.000000 -0.100000 -0.100000 0.000000
B H2 (eV): -0.201754 -0.045421 -0.050877 -0.068864
B H3 direct (eV): 0.014035 -0.002930 -0.003509 -0.005861
B H3 folded (eV): 0.001364 0.004651 0.001644 0.001364
B H3 total (eV): 0.015399 0.001721 -0.001865 -0.004497
B H2 12 minus 21 (eV): 0.005456
B H3 12 minus 21 (eV): 0.003586
B energies through order 1 (eV): -0.223607 0.223607
B energies through order 2 (eV): -0.334753 0.064134
B energies through order 3 (eV): -0.336116 0.076400
B Heff through order 3 (eV): 0.013645 -0.143701 -0.152742 -0.273361
B summed 12 minus 21 (eV): 0.009042
Exact Heff (eV): 0.020445 -0.142220 -0.149243 -0.272062
Exact 12 minus 21 (eV): 0.007023
Exact lowest two energies (eV): -0.332244 0.080626
Exact metric S (no unit): 1.040917 0.012421 0.012421 1.016281
Hermitized Heff (eV): 0.020423 -0.145711 -0.145711 -0.272041
Overlap size of Heff eigenvectors (no unit): 0.017007
Remainder ratio on halving V (no unit): 15.948
```
